# Matthiessen's rule for acoustic and piezoelectric scattering

## Problem

Electrons of charge \(-e\) and mass \(m\) occupy one isotropic parabolic band. They form a nondegenerate gas at temperature \(T\) and scatter from long-wave acoustic phonons in two ways: through the deformation potential \(\Xi\), and through the electric field that strain produces in a piezoelectric crystal. Collisions are treated as elastic, the phonon modes hold their classical thermal energy, and the piezoelectric field is unscreened. SI formulas are used.

(a) Find both momentum relaxation times as functions of the energy \(E\).

(b) Average the combined relaxation time and find the mobility.

(c) Matthiessen's rule adds the reciprocals of the two separate mobilities. Show that it overestimates the mobility, and find by how much as the relative strength varies. Where is the error largest?

(d) Evaluate the result at 50 K for \(m=0.07\,m_e\), relative permittivity 13, \(\Xi=8\) eV, longitudinal elastic modulus \(c_L=140\) GPa and squared electromechanical coupling \(K^2=0.003\). Can the largest error of part (c) be reached in such a material by changing \(T\)?

## Hints

1. The squared displacement of a classical mode varies as \(1/q^2\), where \(q\) is the phonon wavenumber. The deformation energy contains the strain, hence an extra factor \(q\); the piezoelectric energy does not.
2. Rates add at each energy, before any averaging. Write \(x=E/k_BT\) and divide the polynomials in the integrand.
3. For the sign of the error, expand \((B\tau_1-A\tau_2)^2\), where \(A\) and \(B\) are the averages of \(\tau_1\) and \(\tau_2\).
4. For the maximum, remove the exponential factor from the derivative before counting its zeros.

## Solution

### (a) The two relaxation times

Let a mode have displacement amplitude \(u_q\). The deformation energy is \(\Xi\nabla\cdot\mathbf u\), with amplitude \(i\Xi q u_q\). For the piezoelectric part, no free charge means \(\varepsilon\mathcal E+e_{pz}S=0\), where \(S=iqu_q\) is the strain, \(e_{pz}\) the piezoelectric constant and \(\varepsilon\) the permittivity. Since \(\mathcal E=-iq\varphi\), the potential is \(\varphi=e_{pz}u_q/\varepsilon\), and the energy has magnitude \(e\,e_{pz}|u_q|/\varepsilon\). The two amplitudes differ in phase by \(90^\circ\), so their squares add without interference.

Emission and absorption together contain
\[
\frac{\hbar(2N+1)}{2\rho V\omega}\approx\frac{k_BT}{\rho V\omega^2}=\frac{k_BT}{Vc_Lq^2},
\]
because \(N\approx k_BT/\hbar\omega\) and \(\rho\omega^2=c_Lq^2\). Here \(\rho\) is the density and \(V\) the volume. Hence
\[
|M_{ac}|^2=\frac{\Xi^2k_BT}{Vc_L},\qquad |M_{pe}|^2=\frac{e^2K^2k_BT}{V\varepsilon q^2},\qquad K^2=\frac{e_{pz}^2}{\varepsilon c}.
\]
In \(K^2\) each mode enters with its own modulus \(c\); the sum over modes is replaced by its average over directions.

The golden rule, with each collision weighted by its fractional momentum loss \(1-\cos\theta\), gives
\[
\frac1\tau=\frac{2\pi}{\hbar}\frac{V}{(2\pi)^3}\int d^3k'\,|M|^2(1-\cos\theta)\,\delta(E'-E)
=\frac{Vmk}{2\pi\hbar^3}\int_{-1}^{1}|M|^2(1-\cos\theta)\,d\cos\theta .
\]
The acoustic integral is \(2|M_{ac}|^2\). In the piezoelectric one, \(q^2=2k^2(1-\cos\theta)\) cancels the weight and leaves \(\int d\cos\theta/(2k^2)=1/k^2\). With \(k=\sqrt{2mE}/\hbar\),
\[
\frac1{\tau_{ac}}=\frac{\sqrt2\,m^{3/2}\Xi^2k_BT}{\pi\hbar^4c_L}E^{1/2},\qquad
\frac1{\tau_{pe}}=\frac{e^2K^2k_BT\,m^{1/2}}{2\sqrt2\,\pi\varepsilon\hbar^2}E^{-1/2}.
\]
Fast electrons have more final states, which raises the acoustic rate. The piezoelectric coupling favours small \(q\), and thus slow electrons.

Let \(a\) and \(b\) be the two times at \(E=k_BT\). Then
\[
\tau_{ac}=a x^{-1/2},\qquad \tau_{pe}=b x^{1/2},\qquad
s\equiv\frac ab=\frac{T_0}{T},\qquad k_BT_0=\frac{\hbar^2e^2K^2c_L}{4m\varepsilon\Xi^2}.
\]
The last formula is the ratio of the two rates at \(E=k_BT\). With the material parameters fixed, cooling strengthens piezoelectric scattering relative to acoustic scattering.

### (b) The combined mobility

In a weak field \(\mathcal E\) along \(x\), the linearized Boltzmann equation changes the distribution \(f_0\propto e^{-E/k_BT}\) by
\[
f_1=e\mathcal E\tau v_x\frac{\partial f_0}{\partial E}=-\frac{e\mathcal E\tau v_x}{k_BT}f_0 .
\]
The drift velocity is \(-\mu\mathcal E\), so \(\mu=(e/k_BT)\,\overline{v_x^2\tau}\), where the bar is a mean over \(f_0\). Isotropy replaces \(v_x^2\) by \(2E/3m\), and the density of states varies as \(E^{1/2}\). Since \(\tfrac32\Gamma(\tfrac32)=\Gamma(\tfrac52)\),
\[
\mu=\frac em\langle\tau\rangle,\qquad
\langle\tau\rangle=\frac1{\Gamma(5/2)}\int_0^\infty\tau(x)\,x^{3/2}e^{-x}dx,\qquad \Gamma(5/2)=\frac{3\sqrt\pi}4 .
\]
The separate mobilities follow from \(\int xe^{-x}dx=1\) and \(\int x^2e^{-x}dx=2\):
\[
\mu_{ac}=\frac{4ea}{3\sqrt\pi\,m},\qquad \mu_{pe}=\frac{8eb}{3\sqrt\pi\,m},\qquad \frac{\mu_{ac}}{\mu_{pe}}=\frac s2 .
\]
Adding the rates at fixed energy gives
\[
\frac1\tau=\frac{x^{1/2}}a+\frac{x^{-1/2}}b=\frac{x+s}{a\,x^{1/2}},\qquad \tau=\frac{a\,x^{1/2}}{x+s}.
\]
Therefore \(\mu=\mu_{ac}F(s)\), with
\[
F(s)=\int_0^\infty\frac{x^2e^{-x}}{x+s}dx
=\int_0^\infty\left(x-s+\frac{s^2}{x+s}\right)e^{-x}dx .
\]
The first two terms integrate to \(1-s\). In the third, put \(t=x+s\) and use the exponential integral \(E_1(s)=\int_s^\infty e^{-t}dt/t\):
\[
\boxed{F(s)=1-s+s^2e^sE_1(s)}
\]

### (c) The error of Matthiessen's rule

The rule gives \(1/\mu_M=1/\mu_{ac}+1/\mu_{pe}\), or \(\mu_M=\mu_{ac}/(1+s/2)\). Its ratio to the combined mobility is
\[
R(s)=\frac{\mu_M}{\mu}=\frac1{(1+s/2)F(s)} .
\]

**Sign.** Write \(\tau_1=\tau_{ac}\), \(\tau_2=\tau_{pe}\), \(A=\langle\tau_1\rangle\), \(B=\langle\tau_2\rangle\). Expanding both sides confirms
\[
(B\tau_1-A\tau_2)^2=(\tau_1+\tau_2)(B^2\tau_1+A^2\tau_2)-(A+B)^2\tau_1\tau_2 .
\]
Divide by \(\tau_1+\tau_2\), average, and divide by \((A+B)^2\). Since \(\tau=\tau_1\tau_2/(\tau_1+\tau_2)\),
\[
\frac{AB}{A+B}-\langle\tau\rangle=\frac1{(A+B)^2}\left\langle\frac{(B\tau_1-A\tau_2)^2}{\tau_1+\tau_2}\right\rangle>0 .
\]
The left side is Matthiessen's average time minus the true one. It would vanish if \(\tau_1/\tau_2\) were the same at all energies; here \(\tau_1/\tau_2=s/x\), so \(R>1\) for every finite \(s>0\).

**Limits.** For small \(s\), \(e^sE_1(s)\) grows only as \(\ln(1/s)\), so \(F\approx1-s\) and \((1+s/2)F\approx1-s/2\). For large \(s\), expanding \(1/(x+s)\) in the integral gives \(F\approx2/s-6/s^2\), so \((1+s/2)F\approx1-3/s+2/s=1-1/s\). Thus
\[
R-1\to\frac s2\quad(s\to0),\qquad R-1\to\frac1s\quad(s\to\infty).
\]
The rule becomes correct when either mechanism dominates.

**Maximum.** Let \(G=e^sE_1\), so that \(G'=G-1/s\), and let
\[
D=(2+s)F=2-s-s^2+(2s^2+s^3)G,\qquad R=2/D .
\]
Differentiation gives
\[
D'=-1-2s+(4s+3s^2)G+(2s^2+s^3)\left(G-\frac1s\right)=WG-P,
\]
\[
W=s(s+1)(s+4)=s^3+5s^2+4s,\qquad P=s^2+4s+1 .
\]
Write \(D'=We^sH\) with \(H=E_1-e^{-s}P/W\). Because \(E_1'=-e^{-s}/s\),
\[
H'=\frac{e^{-s}}{W^2}\left[W\left(P-\frac Ws\right)+PW'-P'W\right].
\]
Here \(P-W/s=-(s+3)\), so the first term is \(-(s^4+8s^3+19s^2+12s)\). The other two give \(s^4+8s^3+19s^2+10s+4\). The sum is simple:
\[
H'=\frac{(4-2s)e^{-s}}{W^2}.
\]
As \(s\to0\), \(P/W\approx1/(4s)\) outgrows the logarithm in \(E_1\), so \(H\to-\infty\). \(H\) then rises until \(s=2\) and afterwards falls towards zero, its limit at infinity. It is therefore positive from \(s=2\) on and has exactly one zero \(s_*\), with \(s_*<2\). There \(D\) is smallest and \(R\) largest.

At the zero, \(G=P/W\), and
\[
F(s_*)=1-s_*+\frac{s_*P}{(s_*+1)(s_*+4)}=\frac{2(s_*+2)}{(s_*+1)(s_*+4)},
\]
\[
\boxed{R(s_*)=\frac{(s_*+1)(s_*+4)}{(s_*+2)^2}=1+\frac{s_*}{(s_*+2)^2}}
\]
Since \((s_*+2)^2-8s_*=(s_*-2)^2>0\), the overestimate stays below \(1/8\) of the true mobility in this model. Solving \(H=0\) numerically gives \(s_*=1.641\), and the largest overestimate is \(1.641/3.641^2=12.4\%\).

| \(s\) | \(\mu_{ac}/\mu_{pe}\) | \(F\) | \(R-1\) |
|---:|---:|---:|---:|
| 0.01 | 0.005 | 0.990 | 0.47% |
| 0.1 | 0.05 | 0.920 | 3.5% |
| 0.5 | 0.25 | 0.731 | 9.5% |
| 1 | 0.5 | 0.596 | 11.8% |
| 2 | 1 | 0.445 | 12.3% |
| 5 | 2.5 | 0.261 | 9.7% |
| 10 | 5 | 0.156 | 6.6% |
| 100 | 50 | 0.019 | 0.95% |

The error peaks at \(\mu_{ac}/\mu_{pe}=0.82\), slightly away from equal mobilities. The peak is broad: the error exceeds 10% for \(s\) between 0.57 and 4.60, a factor of eight in relative strength.

### (d) A pure semiconductor at 50 K

With \(\Xi=8\) eV, the factor \(e^2/\Xi^2\) is \(1/(8\ \mathrm V)^2\). In SI units,
\[
k_BT_0=\frac{(1.055\times10^{-34})^2(0.003)(1.40\times10^{11})}{4(6.38\times10^{-32})(1.151\times10^{-10})(64)}\ \mathrm J=2.49\times10^{-21}\ \mathrm J .
\]
Hence \(T_0=180\) K and \(s=180/50=3.60\). The rates of part (a) at \(E=k_BT\) give \(a=80.2\) ps and \(b=22.3\) ps, so \(\mu_{ac}=1.515\times10^6\) and \(\mu_{pe}=8.42\times10^5\) cm²/Vs. With \(F(3.60)=0.322\),
\[
\mu=0.322\times1.515\times10^6=4.88\times10^5\ \mathrm{cm^2/Vs},
\]
\[
\mu_M=\frac{1.515\times10^6}{1+1.80}=5.41\times10^5\ \mathrm{cm^2/Vs}.
\]
Matthiessen's value is 10.9% above the combined mobility.

The parameters are rough, rounded values in the regime of very pure n-type III–V semiconductors with light electrons. The absence of impurities is a demanding assumption. A screened-potential Born estimate, with equal densities of carriers and ionized impurities, lowers the mobility by about 10% at \(10^{13}\) cm⁻³ and by 1.5% at \(10^{12}\) cm⁻³. The Born approximation is only marginal for such slow electrons, and at \(10^{13}\) cm⁻³ the screening length (about 560 nm) exceeds the mean impurity spacing (about 460 nm). Cutting the Coulomb potential off at half that spacing instead gives about 7.5% and 1%, so these figures are rough. Both densities are very low. The impurity rate is proportional to density apart from a logarithm, so at \(10^{15}\) cm⁻³, still light doping for a device, impurities would dominate at 50 K. The calculated mobility is thus a lattice limit, not a prediction for a doped layer.

Absorption of polar optical phonons of 36 meV, counted as complete loss of momentum, removes another 3% or so at 50 K. Other neglected effects are:

- screening of the piezoelectric field at \(10^{13}\) cm⁻³, which raises the mobility by about 0.1%;
- the phonon energy and quantum occupation, which change either rate at \(E=k_BT\) by less than 0.5%;
- degeneracy, whose small parameter at \(10^{13}\) cm⁻³ is \(3\times10^{-4}\) (carrier density over effective density of states);
- nonparabolicity, whose small parameter is \(3\times10^{-3}\) (\(k_BT\) over a gap of 1.5 eV). It alters the velocity, the density of states and the scattering rates together, so the mobility falls by more than this parameter suggests: by about 1% in a simple two-band model that includes the change of the Bloch functions with energy, and by about 3% if that change is left out.

The field must also be weak. The drift speed equals the longitudinal sound speed, 5.1 km/s for a density of 5.3 g/cm³, at about 1 V/cm, and the field should stay well below this mark to avoid heating the electrons. An energy balance for a Maxwellian gas that loses energy to acoustic phonons only gives an electron temperature near 70 K at 1 V/cm and 51–52 K at 0.3 V/cm; the upper values apply when most of the piezoelectric coupling goes to the slower transverse modes, as in zincblende crystals.

With the parameters fixed, the largest error would occur at \(T_0/s_*=180/1.641=110\) K. There the same optical estimate, which omits phonon emission, already lowers the mobility by about 60%. Warming this material to the peak therefore takes it outside the two-mechanism model. At 50 K the 10.9% error is meaningful for the lattice part, but it is only about as large as the effect of \(10^{13}\) cm⁻³ impurities.

## Variation 1: extracting the piezoelectric mobility

*Suppose \(\mu\) and \(\mu_{ac}\) are known, and Matthiessen's rule is used backwards to infer \(\mu_{pe}\). How wrong is the inferred value \(\mu_{pe}'\)?*

From \(1/\mu_{pe}'=1/\mu-1/\mu_{ac}=(1-F)/(F\mu_{ac})\) and \(\mu_{pe}=2\mu_{ac}/s\),
\[
\frac{\mu_{pe}'}{\mu_{pe}}=\frac{sF}{2(1-F)} .
\]
At 50 K this is \(3.60\times0.322/(2\times0.678)=0.855\): the inferred mobility is 14.5% too low. As \(s\to0\), \(1-F\to s\) and the ratio tends to \(1/2\). The total mobility is then almost right, yet the inferred piezoelectric mobility is wrong by a factor of two. The reason is that a weak extra rate changes \(\langle\tau\rangle\) by \(-\langle\tau_{ac}^2/\tau_{pe}\rangle\), which gives most weight to slow electrons, where \(\tau_{ac}\) is long and piezoelectric scattering is strong.

## Variation 2: a degenerate gas

*Keep the same two power laws, but let the Fermi energy satisfy \(E_F\gg k_BT\). What is the error now?*

For general \(f_0\), the weight in \(\langle\tau\rangle\) is \(E^{3/2}(-\partial f_0/\partial E)\), normalized to one. It is concentrated at \(E_F\), so to leading order all averages are values at \(E_F\), and Matthiessen's rule holds.

For the first correction, put \(\eta=(E-E_F)/E_F\). Then \(\tau_{ac}\approx A(1-\eta/2)\) and \(\tau_{pe}\approx B(1+\eta/2)\), so \(B\tau_{ac}-A\tau_{pe}\approx-AB\eta\). The identity of part (c) holds for any normalized average. With \(\langle\eta^2\rangle\approx(\pi^2/3)(k_BT/E_F)^2\) it gives
\[
\frac{\mu_M}{\mu}-1\approx\frac{AB}{(A+B)^2}\,\frac{\pi^2}{3}\left(\frac{k_BT}{E_F}\right)^2\le\frac{\pi^2}{12}\left(\frac{k_BT}{E_F}\right)^2 .
\]
The error comes from the spread of energies, which degeneracy narrows. Screening in a dense gas alters the piezoelectric power law and hence this coefficient, but the leading-order validity of the rule remains as long as the rates add and vary smoothly near \(E_F\).

The numerical output below lists the parameters and the main results.

## Computed results

```
Table: s, mu_ac/mu_pe, F = mu/mu_ac, Matthiessen excess (%)
     0.01    0.005   0.99041    0.466
     0.10    0.050   0.92015    3.503
     0.50    0.250   0.73073    9.480
     1.00    0.500   0.59635   11.792
     2.00    1.000   0.44531   12.280
     5.00    2.500   0.26055    9.656
    10.00    5.000   0.15633    6.610
   100.00   50.000   0.01942    0.952
s at maximum error: 1.64066
mu_ac/mu_pe at maximum error: 0.82033
maximum excess: 12.3782 %
excess above 10 % for s from 0.570 to 4.601
temperature T: 50 K; kT: 4.309 meV
mass: 0.07 m_e; static permittivity: 13
deformation potential: 8.0 eV; K^2: 0.0030
modulus: 140 GPa; density: 5.3 g/cm3
sound speed: 5.140 km/s
T0: 180.05 K; s = T0/T: 3.6011
a (acoustic time at E = kT): 80.17 ps
b (piezoelectric time at E = kT): 22.26 ps
F(s) in the example: 0.32191
acoustic mobility: 1.5153e+06 cm2/Vs
piezoelectric mobility: 8.4158e+05 cm2/Vs
combined mobility: 4.8778e+05 cm2/Vs
Matthiessen mobility: 5.4107e+05 cm2/Vs
Matthiessen excess in the example: 10.925 %
temperature of maximum error: 109.7 K
Neglected effects (change of combined mobility unless stated):
impurities at 1e+13 cm-3: -9.66 %
impurities at 1e+12 cm-3: -1.45 %
optical phonon energy: 36 meV; high-frequency permittivity: 11
optical absorption at 50 K: -3.36 %
optical absorption at 109.7 K: -59.9 %
screening at 1e+13 cm-3: +0.075 %
phonon energy, acoustic rate at E = kT: -0.379 %
phonon energy, piezoelectric rate at E = kT: -0.284 %
largest phonon energy / kT at E = kT: 0.140
degeneracy, n/N_c: 3.16e-04
nonparabolicity, kT/gap (gap 1.5 eV): 2.87e-03
field where drift speed = sound speed: 1.054 V/cm
```
